# DMRG energy error and discarded weight, extrapolated for a hydrogen chain

**Q.** In a two-site DMRG calculation one optimizes a wave function on two neighbouring orbitals at a time, splits it by a singular value decomposition, and keeps at most $M$ terms. Suppose I plot the energy against the weight thrown away and draw a straight line to zero. A state with a missing piece of weight $w$ has a missing amplitude $\sqrt w$. Why should the energy not be wrong by something of order $\sqrt w$?

**A.** Start with the simplest case: the true ground state, cut once. Let $H\psi_0=E_0\psi_0$, with $\psi_0$ real, normalized and nondegenerate. Across one bond of the orbital chain its Schmidt form is

$$\psi_0=\sum_j s_j\,|l_j r_j\rangle,\qquad \sum_j s_j^2=1,$$

with orthonormal left states $l_j$ and right states $r_j$, and $s_j$ in decreasing order. Let $P$ project the left block on its first $m$ states. The discarded vector is $d=(1-P)\psi_0$, and its weight is

$$w=\langle d|d\rangle=\sum_{j>m}s_j^2 .$$

The kept vector $P\psi_0=\psi_0-d$ is orthogonal to $d$, so its squared norm is $1-w$. Its energy error is therefore

$$\Delta E=\frac{\langle\psi_0-d|H-E_0|\psi_0-d\rangle}{1-w}.$$

The numerator expands into

$$\langle\psi_0|H-E_0|\psi_0\rangle-2\langle(H-E_0)\psi_0|d\rangle+\langle d|H-E_0|d\rangle .$$

The first two terms vanish because $(H-E_0)\psi_0=0$. The second is the one that could have been of order $\sqrt w$. What remains is

$$\Delta E=\frac{w\,\Omega}{1-w},\qquad \Omega=\frac{\langle d|H-E_0|d\rangle}{w}.$$

Here $\Omega$ is the mean energy of the discarded vector above the ground state.

**Q.** So the eigenvalue equation does the work. What happens for a state that is not an eigenstate?

**A.** Replace $E_0$ by the mean energy $E=\langle\psi|H|\psi\rangle$. The first term still vanishes, but the second need not:

$$\Delta E=\frac{w\,\Omega-2\langle(H-E)\psi|d\rangle}{1-w}.$$

Take two determinants $A$ and $B$ that differ on both sides of the cut, and set $\psi=\sqrt{1-w}\,A+\sqrt w\,B$. Discarding $B$ changes the energy by

$$H_{AA}-\langle\psi|H|\psi\rangle=w(H_{AA}-H_{BB})-2\sqrt{w(1-w)}\,H_{AB}.$$

If $H_{AB}\neq0$, the square root dominates at small $w$. For the hydrogen chain described below, with $A$ the determinant of alternating spins and $B$ one of the two determinants most strongly coupled to it across the central cut, its phase chosen so that $H_{AB}=-0.608$ Ry, the change is $1.21\times10^{-2}$ Ry at $w=10^{-4}$ and $1.21\times10^{-3}$ Ry at $w=10^{-6}$. A hundredfold smaller weight gives a tenfold smaller change. The sign follows the phase of $B$: with the opposite phase the energy falls, by $1.22\times10^{-2}$ Ry at $w=10^{-4}$.

**Q.** Your formula for the eigenstate has $\Omega$ in it, and $\Omega$ depends on what is discarded. That is not yet a straight line.

**A.** Correct. What follows without further assumptions is a pair of bounds. Since $\langle\psi_0|d\rangle=w$, the part of $d$ orthogonal to $\psi_0$ has squared norm $w-w^2$. Choose the Schmidt states with definite particle number and $S_z$, so that $d$ has the same total values of both as $\psi_0$. Let $g$ be the gap to the next level with these values, and $E_{\max}$ the highest level there. Then

$$g(1-w)\le\Omega\le(E_{\max}-E_0)(1-w),$$

and hence $g\,w\le\Delta E\le(E_{\max}-E_0)\,w$. In a finite orbital basis the error is thus confined between two straight lines through the origin. It follows a single line to the extent that $\Omega$ settles as $m$ grows.

**Q.** A matrix product state is cut at every bond, not at one. Do the weights add?

**A.** They do if the exact state is truncated successively from one end. Begin at the right end and move left. At each bond, keep the leading Schmidt states of the vector left by the previous cuts. The states kept for a longer right block then lie inside the space formed by the added site and the states kept before. The corresponding projectors $\Pi_0=1,\Pi_1,\Pi_2,\dots$ are nested: $\Pi_k\Pi_{k-1}=\Pi_{k-1}\Pi_k=\Pi_k$.

The piece lost at cut $k$ is $d_k=(\Pi_{k-1}-\Pi_k)\psi_0$. For $j<k$, nesting gives

$$(\Pi_{j-1}-\Pi_j)(\Pi_{k-1}-\Pi_k)=(\Pi_{k-1}-\Pi_k)-(\Pi_{k-1}-\Pi_k)=0,$$

so different pieces are orthogonal and the total lost weight is $\sum_k\langle d_k|d_k\rangle$. Each term is measured on the remaining vector without renormalizing it. If $\phi$ is the final vector, then $\langle\psi_0|\phi\rangle=\langle\phi|\phi\rangle$, because $\phi$ is a projection of $\psi_0$. Its infidelity is

$$1-\frac{\langle\psi_0|\phi\rangle^2}{\langle\phi|\phi\rangle}=1-\langle\phi|\phi\rangle=\sum_k\langle d_k|d_k\rangle .$$

The energy formula applies unchanged with $d=\sum_k d_k$.

**Q.** But DMRG does not truncate the exact state. It never has it. It minimizes the energy in a restricted space.

**A.** In a two-site step that space, call it $V$, is the product of the retained left block, two complete sites, and the retained right block. Let $P_V$ project on $V$, let $E_V$ be the lowest energy in $V$ with normalized minimizer $\chi$, and set

$$d=(1-P_V)\psi_0,\qquad w_V=\langle d|d\rangle,\qquad \Omega_V=\frac{\langle d|H-E_0|d\rangle}{w_V}.$$

The vector $P_V\psi_0$ is an allowed trial state, so the first calculation gives an upper bound. For a lower bound, note that

$$\langle\chi|\psi_0\rangle^2=\langle\chi|P_V\psi_0\rangle^2\le1-w_V .$$

At least a fraction $w_V$ of $\chi$ is therefore orthogonal to $\psi_0$ and costs at least $g$ per unit weight. Together,

$$g\,w_V\le E_V-E_0\le\frac{w_V\Omega_V}{1-w_V}.$$

**Q.** The minimization could still spoil proportionality between those limits.

**A.** It changes the coefficient, not the leading power. Write the trial vector as $P_V\psi_0+x=\psi_0-d+x$, with $x$ in $V$ and orthogonal to $P_V\psi_0$; a component along $P_V\psi_0$ would only rescale the vector. With $A=H-E_0$ and $A\psi_0=0$, the energy error is

$$\frac{\langle x-d|A|x-d\rangle}{1-w_V+\langle x|x\rangle}.$$

Let $R$ project on the allowed vectors $x$. Each is orthogonal to $\psi_0$, because $\langle x|\psi_0\rangle=\langle x|P_V\psi_0\rangle=0$. Hence $RAR\ge g$ on this space, and it has an inverse $G$ there. Setting the derivative of the numerator to zero gives $RAR\,x=RA\,d$, or $x=GAd$. This is linear in $d$, so $\langle x|x\rangle$ is of order $w_V$ and the denominator matters only at the next order. Inserting $x$,

$$\langle x|A|x\rangle-2\langle x|A|d\rangle+\langle d|A|d\rangle=\langle d|A|d\rangle-\langle d|AGA|d\rangle,$$

because $\langle x|A|x\rangle=\langle x|A|d\rangle=\langle d|AGA|d\rangle$. Thus

$$E_V-E_0=\kappa_V w_V+O(w_V^2),\qquad \kappa_V=\frac{\langle d|A-AGA|d\rangle}{w_V}.$$

The subtracted term is the relaxation inside $V$. The error is quadratic in the missing amplitude and so linear in the missing weight, but with a coefficient $\kappa_V$ that may change with $M$.

**Q.** The program user does not know $w_V$ either. Which discarded weight goes on the axis?

**A.** Match it to the energy. While two sites are being optimized, the bond between them is not truncated. The restriction comes from the other bonds. For the energy at the central pair I therefore use

$$W=\sum_{b\ne\text{centre}}w_b,$$

where $w_b$ is the weight discarded at bond $b$ from the normalized two-site state. These weights come from approximate states, which are themselves truncated at other bonds, so $W$ is an estimate of $w_V$ and not equal to it. A component lost on both sides of the pair is also counted twice, but in the example below this is less than one per cent of $w_V$, while $W$ falls short of $w_V$ by 5 to 15 per cent. The working assumption is

$$E(M)\approx a_0+a_1W(M),$$

with $a_0$ the estimate of $E_0$. It is justified when both $\kappa_V$ and $W/w_V$ vary slowly. The intercept is not variational and may fall below $E_0$.

**Q.** Then show me a case where $E_0$ is known.

**A.** Take eight hydrogen atoms in an open line, 2 bohr apart, in the STO-6G basis. I use Rydberg units, in which an electron's kinetic energy is $-\nabla^2$, two electrons repel with $2/r$, and 1 Ry is 13.606 eV. The eight atomic orbitals are Löwdin-orthogonalized and kept in chain order. With four electrons of each spin there are $\binom84^2=4900$ determinants. Iterative diagonalization in this whole space gives $E_0=-8.6276$ Ry, or $-117.38$ eV, including nuclear repulsion, and a gap $g=0.241$ Ry. This is the reference for the basis. Basis-set error and nuclear motion are left out, and the tiny differences below compare calculations with one and the same Hamiltonian.

First, cut the exact state at the centre:

| $m$ | $w$ | $\Delta E$ (Ry) | $\Omega$ (Ry) |
|---|---|---|---|
| 40 | $2.69\times10^{-6}$ | $1.11\times10^{-5}$ | 4.12 |
| 32 | $4.38\times10^{-6}$ | $1.51\times10^{-5}$ | 3.44 |
| 20 | $4.62\times10^{-5}$ | $1.16\times10^{-4}$ | 2.51 |
| 9 | $2.00\times10^{-3}$ | $5.55\times10^{-3}$ | 2.76 |

For $m=20$, $4.62\times10^{-5}\times2.51$ Ry gives the listed $1.16\times10^{-4}$ Ry. Over these four cuts the weight spans a factor of about 750, while $\Omega$ varies by a factor of 1.6; cuts at other $m$ fall outside this range of $\Omega$: it is about 1 Ry at $m=1$ and rises unevenly to between 7 and 8 Ry as $w$ approaches $10^{-12}$. In this chain $\Omega$ does not settle. The law is nearly linear, with a visible drift in its slope.

**Q.** And the sweeps? Why run the schedule in reverse?

**A.** A reverse schedule converges the largest $M$ first and then lowers it, so each smaller calculation starts from a compressed better state. I started from a determinant of Hückel orbitals, made three sweeps at $M=44$ and two at each lower value, and solved each two-site problem by Davidson iteration. A sweep runs right and back left; the energy is that of the central pair on the last leftward pass. By then the blocks on both sides have been rebuilt at the current $M$. The number $M$ is a ceiling: if the cutoff would fall between singular values closer than one per cent, fewer states are kept, so that spin multiplets stay whole.

| $M$ | $W$ | $E-E_0$ (Ry) | $(E-E_0)/W$ (Ry) |
|---|---|---|---|
| 44 | $9.84\times10^{-8}$ | $5.45\times10^{-7}$ | 5.54 |
| 38 | $3.80\times10^{-7}$ | $2.19\times10^{-6}$ | 5.76 |
| 32 | $1.80\times10^{-5}$ | $6.69\times10^{-5}$ | 3.71 |
| 27 | $7.10\times10^{-5}$ | $2.64\times10^{-4}$ | 3.72 |
| 23 | $1.97\times10^{-4}$ | $5.28\times10^{-4}$ | 2.68 |
| 19 | $3.58\times10^{-4}$ | $1.18\times10^{-3}$ | 3.29 |

A straight-line fit of $\ln(E-E_0)$ against $\ln W$ has slope 0.92. That is close to one, and far from the one half of a square-root law.

**Q.** The last column changes by a factor of two. Is the relaxation to blame, or your choice of $W$?

**A.** Neither, mainly. The ratio $W/w_V$ stays between 0.85 and 0.95. The errors $E-E_0$ lie 2 to 7 per cent below their upper bound $w_V\Omega_V/(1-w_V)$, so relaxation is a small correction here. What moves is $\Omega_V$. At $M=44$ the upper bound is $5.60\times10^{-7}$ Ry and $w_V=1.163\times10^{-7}$, so $\Omega_V=4.8$ Ry. At $M=23$ they are $5.69\times10^{-4}$ Ry and $2.21\times10^{-4}$, so $\Omega_V=2.6$ Ry. The trend is not monotonic (at $M=19$, $1.26\times10^{-3}$ Ry and $4.00\times10^{-4}$ give 3.1 Ry), but on the whole the rarest block states cost more energy per unit weight in this chain. The cause of this trend is not examined here.

**Q.** With such a drift, does extrapolation gain anything?

**A.** Fit all six points by minimizing

$$\sum_i\left[\frac{E_i-a_0-a_1W_i}{W_i}\right]^2,$$

which keeps the points of large $W$ from dominating. The result is $a_1=3.63$ Ry and $a_0-E_0=2.3\times10^{-7}$ Ry, or $3.1\times10^{-6}$ eV. The best computed energy, at $M=44$, was $5.5\times10^{-7}$ Ry too high, or $7.4\times10^{-6}$ eV. The extrapolation removes 58 per cent of that error. It is an improvement, but a modest one: the remaining error is about 70 per cent of the distance extrapolated, $3.2\times10^{-7}$ Ry.

**Q.** What decides whether the gain is large or small?

**A.** The change in slope between the points. Take two points with errors $e_i=k_iW_i$ and $W_1<W_2$. The line through them has at $W=0$ the error

$$e_1-W_1\frac{e_2-e_1}{W_2-W_1}=\frac{e_1W_2-e_2W_1}{W_2-W_1}.$$

Dividing by $e_1=k_1W_1$ gives the error left over, relative to that of the better point:

$$\frac{W_2}{W_2-W_1}\left(1-\frac{k_2}{k_1}\right).$$

For $M=32$ and 27 the coefficients 3.71 and 3.72 Ry nearly agree, and less than one per cent of the error is left. For $M=23$ and 19 they are 2.68 and 3.29 Ry. The prefactor is $3.58/(3.58-1.97)=2.2$, the bracket is $-0.23$, and the line overshoots to below $E_0$ by half the original error. Neighbouring pairs of one data set can thus give very different gains. Without $E_0$ one cannot pick the lucky pair, so the uncertainty should be taken at least as large as the full distance extrapolated. Even that is not a bound: for $M=38$ and 23 the coefficients 5.76 and 2.68 Ry give a prefactor close to one and a bracket of 0.53, so about 54 per cent of the error is left after 46 per cent is removed.

**Q.** One could plot the largest discarded weight of the sweep instead. Does it matter?

**A.** Here it matters a great deal. The same fit with the largest weight $w_{\max}$ on the axis puts the intercept $1.9\times10^{-5}$ Ry below $E_0$, about 36 times the error of the best computed energy.

The cause can be read from the weights. Each site has four states, so the second bond from either end has at most $4^2=16$ Schmidt terms and is never truncated for $M\ge19$. Only the central bond and its two neighbours lose weight, and $W$ is the sum over those two neighbours. For $M\le32$, $W$ equals $2w_{\max}$ to within one per cent; the largest difference is at $M=23$, with $1.97\times10^{-4}$ against $1.98\times10^{-4}$, where two sweeps had not quite converged; further sweeping brings $W$ to $1.98\times10^{-4}$. The two weights are then nearly proportional, and either axis would serve. At $M=44$, however, $w_{\max}=2.66\times10^{-6}$ is 27 times $W$. It must belong to the central bond, whose truncation is not part of the restriction to $V$ at the central pair and affects the central energy only indirectly, through the blocks built in the neighbouring steps. The two points nearest the origin are then placed far too far to the right, and the fitted line is wrong.

**Q.** Could that central truncation not be used with some other energy?

**A.** Yes, with the energy after the cut. The two-site minimizer obeys $P_VHP_V\chi=E_V\chi$. The first derivation therefore applies with $P_VHP_V$ in place of $H$, since the truncated state also lies in $V$. Discarding weight $w$ from $\chi$ raises its energy by $w\Omega/(1-w)$, with $\Omega$ now measured from $E_V$. An energy taken after truncation should be paired with a weight that includes the central bond; one taken before it should not.

**Q.** Did the reverse order itself make the difference?

**A.** Not at $M=27$, the only value I compared. A fresh start at $M=27$ from the Hückel determinant was $7\times10^{-7}$ Ry above the reverse-schedule energy after one sweep, and agreed with it to about $10^{-9}$ Ry after two. Both numbers are small beside the truncation error of $2.6\times10^{-4}$ Ry at that $M$. In a system where sweeps settle slowly or stick in a local minimum, the energy contains an error that the discarded weight $W$ does not measure. The bounds in terms of $w_V$ still hold, but $W$ may then be far smaller than $w_V$.

Convergence therefore has to be judged separately. In the reverse run, the largest change of the central energy between the last two passes at any one $M$ was $1.2\times10^{-6}$ Ry. That is harmless for $M\le32$, where the errors are at least 50 times larger. It exceeds the error at $M=44$, so this maximum alone would not certify the points nearest the origin; there one needs the change at each $M$.
